# The adiabatic Holstein polaron: continuum soliton against the relaxed chain: verification in Python

```python
"""Adiabatic Holstein chain with one electron: continuum soliton against lattice.

Result under test: in the continuum the lowest total energy lies
E_p^2/(12 t) below the band edge -2t, with psi = sqrt(kappa/2) sech(kappa x)
and kappa = E_p/(2t). The discrete chain approaches this at weak coupling.
t: hopping (energy unit); K: spring stiffness; alpha: electron-lattice coupling;
E_p = alpha^2/(2K): binding on a single site without hopping; spacing = 1.
Binding means band edge minus total energy (electron plus elastic).
"""
import numpy as np
import sympy as sp
from scipy.integrate import trapezoid, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize, minimize_scalar

t = 1.0
K = 1.0


def continuum_binding(E_p):
    return E_p**2 / (12 * t)


def relax_chain(E_p, centre="site"):
    """Alternate electron diagonalisation and lattice relaxation, mirror symmetric."""
    n_sites = 401 if centre == "site" else 400
    position = np.arange(n_sites) - (n_sites - 1) / 2
    alpha = np.sqrt(2 * K * E_p)
    density = np.exp(-E_p / t * np.abs(position))
    density /= density.sum()
    hopping = -t * np.ones(n_sites - 1)
    for _ in range(5000):
        u = alpha * density / K
        level, vector = eigh_tridiagonal(-alpha * u, hopping, select="i",
                                         select_range=(0, 0))
        psi = np.abs(vector[:, 0])
        psi = psi + psi[::-1]
        new_density = psi**2 / np.sum(psi**2)
        change = np.max(np.abs(new_density - density))
        density = new_density
        if change < 1e-11:
            break
    assert change < 1e-11, "lattice relaxation did not converge"
    elastic = 0.5 * K * np.sum(u**2)
    return {"binding": -2 * t - level[0] - elastic,
            "level_depth": -2 * t - level[0],
            "elastic": elastic, "peak": density.max()}


# Soliton: symbolic test of the stationary equation
x, ts, Es = sp.symbols("x t E_p", positive=True)
ks = Es / (2 * ts)
soliton = sp.sqrt(ks / 2) / sp.cosh(ks * x)
residual = (-ts * sp.diff(soliton, x, 2) - 2 * Es * soliton**3
            + Es**2 / (4 * ts) * soliton)
assert sp.simplify((residual / soliton).rewrite(sp.exp)) == 0

# Soliton: energy parts by quadrature at E_p = t
E_q = 1.0
grid = np.linspace(-60, 60, 24001)
values = {ts: t, Es: E_q}
psi_q = sp.lambdify(x, soliton.subs(values), "numpy")(grid)
dpsi_q = sp.lambdify(x, sp.diff(soliton, x).subs(values), "numpy")(grid)
norm_q = trapezoid(psi_q**2, grid)
kinetic_q = t * trapezoid(dpsi_q**2, grid)
elastic_q = E_q * trapezoid(psi_q**4, grid)
coupling_q = -2 * elastic_q
total_q = kinetic_q + coupling_q + elastic_q
assert abs(norm_q - 1) < 1e-9
assert abs(kinetic_q - E_q**2 / (12 * t)) < 1e-9
assert abs(elastic_q - E_q**2 / (6 * t)) < 1e-9
assert abs(total_q + continuum_binding(E_q)) < 1e-9

# Energy above the soliton equals a perfect square, for an asymmetric trial
y = np.linspace(-15, 15, 60001)
trial = (1 + 0.5 * y + 0.3 * y**2) * np.exp(-y**2 / 2)
trial /= np.sqrt(trapezoid(trial**2, y))
dtrial = np.gradient(trial, y)
cumulative = cumulative_trapezoid(trial**2, y, initial=0)
excess = (t * trapezoid(dtrial**2, y) - E_q * trapezoid(trial**4, y)
          + continuum_binding(E_q))
square = t * trapezoid((dtrial + E_q / (2 * t) * (2 * cumulative - 1) * trial)**2, y)
assert abs(excess - square) < 1e-5 and excess > 0.01

# Relaxed lattice over the range of couplings
couplings = [0.25, 0.5, 1.0, 2.0, 3.0, 4.0, 6.0, 8.0, 12.0]
chain = {E_p: relax_chain(E_p) for E_p in couplings}
for E_p in couplings:
    assert chain[E_p]["binding"] < E_p
    if E_p <= 8:
        assert chain[E_p]["binding"] > continuum_binding(E_p)
assert chain[12.0]["binding"] < continuum_binding(12.0)
weak = chain[0.25]
assert abs(weak["level_depth"] / (0.25**2 / (4 * t)) - 1) < 0.01
assert abs(weak["elastic"] / (0.25**2 / (6 * t)) - 1) < 0.01

# Weak-coupling correction, extrapolated to kappa = 0
scaled = []
for E_p in (0.25, 0.5):
    kappa = E_p / (2 * t)
    scaled.append((chain[E_p]["binding"] - continuum_binding(E_p)) / (t * kappa**4))
weak_coefficient = (4 * scaled[0] - scaled[1]) / 3
assert abs(weak_coefficient / (7 / 180) - 1) < 0.005

# Strong-coupling expansion, including the size of its last term
E_strong = 20.0
strong = relax_chain(E_strong)["binding"]
three_terms = E_strong - 2 * t + t**2 / E_strong
strong_coefficient = (strong - three_terms) * E_strong**3 / t**4
assert abs(strong_coefficient / 0.125 - 1) < 0.05

# Crossing and greatest relative discrepancy
crossing = brentq(lambda E: relax_chain(E)["binding"] - continuum_binding(E),
                  8.0, 12.0, xtol=1e-8)
best = minimize_scalar(lambda E: -relax_chain(E)["binding"] / continuum_binding(E),
                       bounds=(1.5, 6.0), method="bounded",
                       options={"xatol": 1e-5})
assert 1.6 < best.x < 5.9

# Bond-centred stationary state against site-centred state
barrier = {}
for E_p in (1.0, 2.0, 4.0, 8.0):
    barrier[E_p] = chain[E_p]["binding"] - relax_chain(E_p, "bond")["binding"]
    assert barrier[E_p] > 0


# Unconstrained minimisation over displacements on a ring, random starts
def ring_energy(u, E_p):
    n_sites = len(u)
    alpha = np.sqrt(2 * K * E_p)
    hamiltonian = np.diag(-alpha * u)
    for site in range(n_sites):
        neighbour = (site + 1) % n_sites
        hamiltonian[site, neighbour] = hamiltonian[neighbour, site] = -t
    levels, vectors = np.linalg.eigh(hamiltonian)
    gradient = K * u - alpha * vectors[:, 0]**2
    return levels[0] + 0.5 * K * np.sum(u**2), gradient


rng = np.random.default_rng(7)
random_best = {}
for E_p in (1.0, 2.0, 3.0, 4.0):
    found = []
    for _ in range(5):
        start = 0.5 * rng.standard_normal(41)
        run = minimize(ring_energy, start, args=(E_p,), jac=True, method="L-BFGS-B",
                       options={"maxiter": 1000, "ftol": 1e-15, "gtol": 1e-8})
        found.append(-2 * t - run.fun)
    random_best[E_p] = max(found)
    assert abs(random_best[E_p] - chain[E_p]["binding"]) < 1e-6

print("Energies in units of t, lengths in lattice spacings")
print(f"Continuum soliton at E_p = {E_q:.2f} t, by quadrature:")
print(f"  kinetic energy  {kinetic_q:.6f} t")
print(f"  coupling energy {coupling_q:.6f} t")
print(f"  elastic energy  {elastic_q:.6f} t")
print(f"  total from edge {total_q:.6f} t")
print(f"Asymmetric trial: excess energy {excess:.6f} t, square {square:.6f} t")
print("Binding B (t) and peak density (electrons per site):")
print("E_p/t  kappa  B_cont    B_chain   chain/cont  peak_cont peak_chain")
for E_p in couplings:
    c = chain[E_p]
    b = continuum_binding(E_p)
    print(f"{E_p:5.2f}  {E_p/(2*t):5.3f}  {b:8.6f}  {c['binding']:8.6f}  "
          f"{c['binding']/b:8.5f}    {E_p/(4*t):7.4f}   {c['peak']:7.4f}")
print("Chain at E_p = 0.25 t, with continuum value:")
print(f"  level depth {weak['level_depth']:.6f} t, continuum {0.25**2/(4*t):.6f} t")
print(f"  elastic     {weak['elastic']:.6f} t, continuum {0.25**2/(6*t):.6f} t")
print(f"Weak-coupling coefficient: chain {weak_coefficient:.6f}, 7/180 = {7/180:.6f}")
print(f"Strong coupling, E_p = {E_strong:.0f} t: chain B = {strong:.7f} t")
print(f"  three-term expansion {three_terms:.7f} t")
print(f"  coefficient of t^4/E_p^3 from chain {strong_coefficient:.4f}")
print(f"Greatest chain/continuum ratio {-best.fun:.4f} at E_p = {best.x:.3f} t")
print(f"Equal bindings at E_p = {crossing:.4f} t, "
      f"B = {continuum_binding(crossing):.4f} t")
print("Bond-centred minus site-centred energy:")
for E_p, difference in barrier.items():
    print(f"  E_p = {E_p:.0f} t: {difference:.3e} t")
print("Largest binding from random starts on a 41-site ring:")
for E_p, value in random_best.items():
    print(f"  E_p = {E_p:.0f} t: {value:.6f} t")
print("every check passed")
```

Printed output:

```
Energies in units of t, lengths in lattice spacings
Continuum soliton at E_p = 1.00 t, by quadrature:
  kinetic energy  0.083333 t
  coupling energy -0.333333 t
  elastic energy  0.166667 t
  total from edge -0.083333 t
Asymmetric trial: excess energy 0.134999 t, square 0.134999 t
Binding B (t) and peak density (electrons per site):
E_p/t  kappa  B_cont    B_chain   chain/cont  peak_cont peak_chain
 0.25  0.125  0.005208  0.005218   1.00184     0.0625    0.0628
 0.50  0.250  0.020833  0.020990   1.00752     0.1250    0.1273
 1.00  0.500  0.083333  0.086140   1.03368     0.2500    0.2731
 2.00  1.000  0.333333  0.518153   1.55446     0.5000    0.8418
 3.00  1.500  0.750000  1.338248   1.78433     0.7500    0.9392
 4.00  2.000  1.333333  2.252018   1.68901     1.0000    0.9672
 6.00  3.000  3.000000  4.167254   1.38908     1.5000    0.9858
 8.00  4.000  5.333333  6.125246   1.14848     2.0000    0.9921
12.00  6.000  12.000000  10.083406   0.84028     3.0000    0.9965
Chain at E_p = 0.25 t, with continuum value:
  level depth 0.015673 t, continuum 0.015625 t
  elastic     0.010455 t, continuum 0.010417 t
Weak-coupling coefficient: chain 0.038874, 7/180 = 0.038889
Strong coupling, E_p = 20 t: chain B = 18.0500156 t
  three-term expansion 18.0500000 t
  coefficient of t^4/E_p^3 from chain 0.1252
Greatest chain/continuum ratio 1.7846 at E_p = 2.960 t
Equal bindings at E_p = 9.6396 t, B = 7.7435 t
Bond-centred minus site-centred energy:
  E_p = 1 t: 1.841e-05 t
  E_p = 2 t: 1.535e-01 t
  E_p = 4 t: 1.045e+00 t
  E_p = 8 t: 3.013e+00 t
Largest binding from random starts on a 41-site ring:
  E_p = 1 t: 0.086140 t
  E_p = 2 t: 0.518153 t
  E_p = 3 t: 1.338248 t
  E_p = 4 t: 2.252018 t
every check passed
```
